Why dragging polarization can give a discontinuous, hysteretic switching path

**Result**

Let E(P,q) be a smooth energy, with P the dragged polarization and q all the coordinates relaxed at each P. The relaxed path is smooth while the Hessian of E in q alone, H = ∂²E/∂q∂q, is positive definite. It breaks where the lowest eigenvalue of H reaches zero, provided that the soft direction is coupled to P and has a nonzero cubic coefficient. The followed minimum then ceases to exist, and q slides to another one. The new minimum survives when P is reversed, so the return path differs. The energy surface itself has no discontinuity.

The dragging is uniform, infinitely slow and without thermal motion, and each relaxation goes downhill from the previous geometry. Energies are per formula unit at zero applied field.

**1. What each relaxed mode contributes**

The relaxed coordinates q*(P) satisfy ∂E/∂q = 0. With h = ∂²E/∂q∂P, differentiation of this condition along the path gives

h + H dq*/dP = 0, so dq*/dP = −H⁻¹h.

In terms of the eigenvectors vᵢ and eigenvalues λᵢ of H,

dq*/dP = −Σᵢ vᵢ (vᵢ·h)/λᵢ.

Each mode contributes its coupling to P divided by its stiffness. A coupled mode dominates once it is soft enough; an uncoupled one contributes nothing.

The relaxed energy is e(P) = E(P,q*(P)). Since ∂E/∂q = 0 on the path,

de/dP = ∂E/∂P,
d²e/dP² = ∂²E/∂P² + h·dq*/dP = ∂²E/∂P² − hᵀH⁻¹h.

Relaxation therefore lowers the curvature, and a coupled mode with λ → 0⁺ drives it to −∞.

**2. What happens at the singular point**

Let H have one zero eigenvalue at P = P_c, with unit null vector v, and let its other eigenvalues be positive. Write δP = P − P_c and q = q_c + yv + z, with z perpendicular to v. The perpendicular part of ∂E/∂q = 0 involves a regular matrix, so z is of order δP and y². Along v, the linear terms in y and z vanish because Hv = 0. What remains at leading order is

(h·v)δP + κy²/2 = 0, κ = D³E[v,v,v],

where κ is the third derivative of E along v. The omitted terms, such as yδP, yz and y³, are of order y³, because δP and z are of order y². Choose the sign of v so that κ > 0. Then

y = ±√(−2(h·v)δP/κ).

There are two solutions on one side of P_c and none on the other. Moving by yv changes the soft eigenvalue by κy, so to leading order

λ = κy = ±√(2|κ(h·v)δP|).

The solution with y > 0 is the followed minimum. The one with y < 0 is a saddle at fixed P. They merge at P_c; this is a fold.

Three ingredients have separate roles. The zero of λ removes the restoring force at linear order. The coupling h·v supplies a force that the mode must balance. The cubic term can balance it for one sign of δP but not for the other. Beyond the fold q slides until it reaches another minimum, if the energy confines it.

If the landing point has a positive definite H, that branch continues to both sides of P_c. Reversing the drag just after the jump therefore does not restore the old branch. This is the origin of the hysteresis.

A singular H is not sufficient. Take E = zy²/2 + y⁴/4, where z decreases through zero as P is dragged. Here h·v and κ vanish at the singular point. The minimum is y = 0 for z > 0 and y = ±√(−z) for z < 0. The amplitude is continuous and retraces itself: this is a pitchfork, not a fold.

**3. A minimal model in the hafnia regime**

Let u be an antipolar oxygen displacement, and let s be the change in amplitude of the tetragonal oxygen distortion, whose sign is held fixed. Take

E = αP²/2 − cPu − Au²/2 + bu⁴/4 + ks²/2 − gsu².

All parameters are positive. The term −cPu is the coupling of P to u in the presence of the tetragonal distortion; its dependence on s is neglected. The term −Au²/2 gives u a double well at P = 0. The round values are

α = 0.0625 meV/(µC/cm²)², c = 5 meV/(Å µC/cm²),
A = 600 meV/Å², b = 4100 meV/Å⁴,
k = 5000 meV/Å², g = 2000 meV/Å³.

The two relaxation conditions are

∂E/∂s = ks − gu² = 0, so s = gu²/k,
∂E/∂u = −cP − Au + bu³ − 2gsu = 0.

Inserting the first in the second gives

cP = −Au + Bu³, B = b − 2g²/k = 4100 − 1600 = 2500 meV/Å⁴.

The elements of H are H_uu = −A + 3bu² − 2gs, H_us = −2gu and H_ss = k. On the relaxed curve,

det H = k(−A + 3bu² − 2g²u²/k) − 4g²u²
= k(−A + 3bu² − 6g²u²/k)
= k(−A + 3Bu²).

Because H_ss > 0, H is positive definite when this determinant is positive. It vanishes at

u_f = √(A/3B) = √(600/7500) = 0.283 Å.

On the branch with u > 0, Bu_f² = A/3, so

cP = u_f(−A + A/3) = −2Au_f/3,
P = −P_f, P_f = 2Au_f/(3c) = 22.6 µC/cm².

The model is unchanged when P and u both change sign, so the other branch folds at +P_f.

**4. Weighing the terms that make H singular**

At the fold s = gu_f²/k = 0.032 Å. The contributions to the stiffness of u, in meV/Å², are:

double-well term, −A: −600
quartic term, 3bu_f²: +984
shift of s, −2gs: −128
sum, H_uu: +256
response of s, −H_us²/H_ss: −256
total: 0

Both diagonal elements of H are positive here, 256 and 5000 meV/Å². With s held at 0.032 Å, u would still be stable. The instability belongs to a joint motion, so the matrix must be examined and not its diagonal elements alone.

If g is set to zero with the other parameters held, B becomes b, and P_f falls to 22.6√(2500/4100) = 17.7 µC/cm². For these parameters the coordinate s thus moves the fold outward, but does not create it. The double well does: as A → 0, P_f vanishes as A^(3/2). If the sign of the quadratic term is reversed, so that it reads +|A|u²/2, then det H = k(|A| + 3Bu²) > 0 and there is no fold, as long as B > 0. If g were large enough to make B negative, the coupling to s would produce a fold by itself, and higher-order terms would be needed to confine the energy.

The conditions of section 2 hold. The null vector is proportional to (1, 2gu_f/k), or (0.975, 0.221) when normalized. As h = (−c, 0), h·v = −4.88 meV/(Å µC/cm²). The nonzero third derivatives are E_uuu = 6bu and E_uus = −2g, so, with v_s = (2gu_f/k)v_u,

κ = 6bu_f v_u³ − 6g v_u²v_s = 6Bu_f v_u³ = 3940 meV/Å³.

**5. The two drags**

P was stepped by 0.1 µC/cm² from +60 to −60 µC/cm² and back. At each value u and s were relaxed by a Newton descent with limited steps, started from the previous geometry. Selected results are:

P (µC/cm²) | u forward (Å) | u backward (Å) | λ forward (meV/Å²)
20.0 | 0.558 | −0.358 | 1364
0.0 | 0.490 | −0.490 | 1006
−20.0 | 0.358 | −0.558 | 333
−22.0 | 0.320 | −0.564 | 159
−22.6 | 0.291 | −0.566 | 33
−22.7 | −0.566 | −0.566 | 1402

The forward jump lies between −22.6 and −22.7 µC/cm², the backward jump between +22.6 and +22.7 µC/cm². Between the folds there are two relaxed structures at the same P, and history selects one.

The eigenvalue gives warning. Near a fold λ² is linear in P. A straight line through λ² at −20 and −22 µC/cm² reaches zero at about −22.6 µC/cm², before any jump has been seen. The same extrapolation can be used when H is computed from first principles, if the points lie close enough to the fold for the leading-order law.

The landing point follows from the cubic Bu³ − Au − cP = 0. It has no u² term, so its roots sum to zero. At the fold u_f is a double root, and the third root is −2u_f = −0.566 Å.

To find the energy released, insert s = gu²/k at the two end points. The part of E that depends on u is

F(u) = −cPu − Au²/2 + Bu⁴/4.

With cP = −2Au_f/3 and B = A/(3u_f²),

F(u_f) = Au_f²(2/3 − 1/2 + 1/12) = Au_f²/4,
F(−2u_f) = Au_f²(−4/3 − 2 + 4/3) = −2Au_f².

The drop is (9/4)Au_f² = 3A²/(4B) = 108 meV. Since Au_f² = 48 meV, the coupling to P releases 96 meV, the double-well term releases 72 meV, and the effective quartic term Bu⁴/4 takes back 60 meV (98 meV from b and 38 meV from k, less 77 meV released through g, after rounding).

Over a closed cycle E returns to its initial value. The work done through P must therefore equal the two drops, 216 meV.

**6. The true barrier and what the drag reports**

At a stationary point of the full energy αP = cu as well. Then αP²/2 − cPu = −c²u²/(2α), and the energy becomes

−Ku²/2 + Bu⁴/4, K = A + c²/α = 600 + 400 = 1000 meV/Å².

Its minima are at u₀ = ±√(K/B) = ±0.632 Å, with P₀ = cu₀/α = 50.6 µC/cm² in magnitude and energy −K²/(4B) = −100 meV. The remaining stationary point is the origin, with energy zero.

The barrier is 100 meV. A path between the wells must cross u = 0, where E = αP²/2 + ks²/2 ≥ 0. The path P = cu/α, s = gu²/k crosses there at exactly zero and lies lower elsewhere between the wells.

At the origin H = diag(−A, k), with one negative eigenvalue, −600 meV/Å². The saddle satisfies ∂E/∂q = 0, but at fixed P it is a maximum in u. A drag that keeps to minima in q cannot follow a path through it.

On the branch with u > 0, the slope of the relaxed energy is

de/dP = αP − cu = (αu/c)(Bu² − K).

This is negative for u < u₀, so the energy rises all the way from the well to the fold. There

E = αP_f²/2 + Au_f²/4 = 16 + 12 = 28 meV.

After the jump the energy falls to the opposite well. The drag therefore reports a barrier of 128 meV, 28% above the true one. Of the excess, 16 meV is polar energy and 12 meV is F(u_f): +32 meV from the coupling to P, −24 meV from the double well and +4 meV from Bu⁴/4.

Taking the lowest minimum at each P gives a different error. The two branches cross at P = 0 with u² = A/B and energy −A²/(4B) = −36 meV. The apparent barrier is 64 meV. The missing 36 meV is the cost of carrying u through zero at P = 0.

The order 64 < 100 < 128 reflects general bounds. Every path between the wells crosses each intermediate P, so the largest of the global minima over q cannot exceed the barrier. A drag completed by its downhill slide is a connected path, so its maximum cannot lie below the barrier if it ends in the opposite well.

That last condition can fail. With r = αA/c²,

P_f/P₀ = (2r/3)(u_f/u₀), u_f²/u₀² = A/(3K) = r/[3(r + 1)].

The jump precedes the opposite well if P_f < P₀, which means 4r³ < 27(r + 1). Since

4r³ − 27r − 27 = (r − 3)(2r + 3)²,

the condition is r < 3. Here r = 1.5. For r > 3 the drag arrives at −P₀ with u still unreversed, in a strained structure that is not the other well.

**7. Changing what is held fixed**

If u is dragged and P and s are relaxed, then P = cu/α and s = gu²/k. The relaxed Hessian is diag(α, k), which is positive everywhere. The path is continuous, retraces itself and gives 100 meV. The discontinuity thus comes from the choice of the dragged coordinate. Another material may need another choice; the condition is a positive definite Hessian in whatever is relaxed.

Holding the electric field fixed is a third case, because P is then free. The full Hessian has determinant

det H × (∂²E/∂P² − hᵀH⁻¹h) = det H × d²e/dP².

Starting from a well, stability is lost when the relaxed curvature reaches zero. In the model,

d²e/dP² = α − c²/(−A + 3Bu²),

which vanishes at u = √(K/3B) = 0.365 Å. Since this exceeds u_f, it is reached before the fold, at P = −19.5 µC/cm². The slope there is

de/dP = −(2/3)(α/c)Ku = −3.04 meV/(µC/cm²).

For a rough volume of 33 Å³ per formula unit this corresponds to a field of about 15 MV/cm. At the fold itself the slope corresponds to about 14 MV/cm.

**8. The model beside real hafnia**

A polarization near 50 µC/cm² and a barrier near 100 meV are in the rough range discussed for ferroelectric hafnia; the parameters are not fitted to it. The relaxed curvature in the well gives a relative permittivity of 46, high beside a typical value of roughly 30. The model also assumes uniform switching. Its field limit of about 15 MV/cm is three times a rough breakdown field of 5 MV/cm and fifteen times a rough coercive field of 1 MV/cm, so it cannot be used to predict the switching field of a film. Real films can switch through nucleation and domain-wall motion, which the model excludes. The full orthorhombic phase also has strain and further modes, which could shift the fold or add others.

Two assumptions of the model matter for hafnia. The double well in u at P = 0, which produces the fold here, is assumed and not computed for the material. The neglected dependence of the coupling on s is also not small. If the coupling is made proportional to the full tetragonal amplitude, taken roughly as 0.3 Å at s = 0, the fold moves from −22.6 to −18.5 µC/cm² with the other parameters held. The wells of the full energy are then lost, so the parameters would have to be chosen again. The numbers therefore illustrate the mechanism and do not predict the fold of hafnia.

Three other omissions can be sized:

Thermal escape. Suppose N formula units move together at fixed P, without interface energy, and make 10¹³ attempts in one second. Escape is likely once N times the barrier at fixed P falls to kT ln 10¹³, about 770 meV at 300 K. Solving for P numerically gives a jump at −14.4 µC/cm² for N = 100 and −20.8 µC/cm² for N = 1000. The loop is narrower than the athermal one by 36% and 8%.

Zero-point motion. For a mass of 16 atomic mass units, the soft mode at P = 0 has a harmonic zero-point energy of 8 meV, against an escape barrier of 36 meV per formula unit. This is not negligible for one unit, but it is not by itself a correction to the barrier, which also needs the change in the other modes.

Coupling of s to P². Adding −ηsP² changes A to A + 2gηP²/k. If η is chosen to make this change 10% at P₀, solving the relaxation conditions together with det H = 0 moves the fold to −23.4 µC/cm², a shift of 3%. The strength is an assumption, not a computed property of hafnia.

Of the shifts of the jump computed here, thermal escape of 100 units together gives the largest. The effect of nonuniform switching is not computed. Neither alters the criterion for the athermal drag: look for the zero of the lowest eigenvalue of H, and check that its mode is coupled to P and has a nonzero cubic coefficient. If either is zero, higher-order terms decide whether the path jumps.
